# Roothaan's Open-Shell Energy: Coefficients for Half-Filled Shells and p² ³P

## The decision: how many open orbitals?

A restricted open-shell calculation on the ion S²⁺, with configuration 3p² and ground term ³P, needs a decision before it starts. One may declare two open orbitals, $p_x$ and $p_y$, with one electron in each. Or one may declare all three 3p orbitals open and let them share two electrons. The energy expression has the same form in both cases, but its coefficients differ, and pairing the number of open orbitals and the occupation $f$ of one choice with the coupling coefficients $a,b$ of the other gives a wrong energy.

The expression is Roothaan's:

$$
\begin{aligned}
E={}&2\sum_k H_k+\sum_{kl}(2J_{kl}-K_{kl})\\
&+f\Big[2\sum_m H_m+f\sum_{mn}(2aJ_{mn}-bK_{mn})+2\sum_{km}(2J_{km}-K_{km})\Big].
\end{aligned}\tag{1}
$$

Here $k,l$ label closed (doubly occupied) orbitals and $m,n$ label open ones. Double sums run over both indices independently and include equal indices. The number $f$ is the fractional occupation of the open shell: $N$ electrons in $d$ open orbitals fill $N$ of $2d$ spin orbitals, so

$$f=\frac{N}{2d}.\tag{2}$$

The orbitals are real and orthonormal, the Hamiltonian is nonrelativistic and spin-free, and atomic units are used. With $h$ the kinetic energy plus nuclear attraction,

$$H_i=\langle i|h|i\rangle,\quad J_{ij}=(ii|jj),\quad K_{ij}=(ij|ij),$$

$$(pq|rs)=\iint \frac{p(1)q(1)\,r(2)s(2)}{r_{12}}\,d^3r_1\,d^3r_2 .$$

It follows that $J_{ii}=K_{ii}$, which is used repeatedly below. For a molecule, the constant nuclear repulsion is added to $E$.

## Simplest case: two parallel electrons

Let $\Psi$ be a normalized determinant of $M$ spin orbitals $\varphi_i$. Because $\Psi$ is antisymmetric and the Hamiltonian $\hat H$ is symmetric in the electrons, all $M!$ terms of the left-hand determinant contribute equally, and

$$\langle\Psi|\hat H|\Psi\rangle=\sum_P(-1)^P\langle\varphi_1\varphi_2\cdots|\hat H|\varphi_{P1}\varphi_{P2}\cdots\rangle .$$

For a one-electron operator, orthogonality removes every permutation except the identity. For $1/r_{12}$, electrons 3, 4, … must keep their spin orbitals, so the identity and the exchange of 1 and 2 remain. The identity gives $+J_{12}$. The exchange gives $-K_{12}$ if the two spins are equal, and zero otherwise, because the spin functions are then orthogonal. The same holds for every pair. The rule is therefore: $H_i$ for each electron, $J$ for each pair, and $-K$ for each parallel pair.

Two parallel electrons in orbitals 1 and 2 have the energy

$$E=H_1+H_2+J_{12}-K_{12}.\tag{3}$$

Compare this with (1) for $d=N=2$, hence $f=\tfrac12$, and no closed shell. The one-electron part $2f(H_1+H_2)$ is already right. The open-open part is

$$\tfrac14\sum_{mn}(2aJ_{mn}-bK_{mn})=aJ_{12}-\tfrac b2K_{12}+\tfrac{2a-b}{4}(J_{11}+J_{22}).$$

The off-diagonal terms occur twice in the double sum, and $K_{mm}=J_{mm}$ was used on the diagonal. Agreement with (3) for arbitrary orbitals requires $a=1$ and $b=2$. The diagonal term then vanishes: an electron does not repel itself.

## Any half-filled high-spin shell

Now put $d$ parallel electrons into $d$ open orbitals, outside a closed shell.

**Closed-closed.** Each closed orbital holds two electrons of opposite spin, giving $2H_k+J_{kk}$. Two different closed orbitals form four pairs, of which two are parallel, giving $4J_{kl}-2K_{kl}$. Since $2J_{kk}-K_{kk}=J_{kk}$,

$$\sum_kJ_{kk}+\sum_{k<l}(4J_{kl}-2K_{kl})=\sum_{kl}(2J_{kl}-K_{kl}).$$

**Closed-open.** An electron in $m$ meets two electrons in $k$, one of them parallel to it, which gives $2J_{km}-K_{km}$. In (1) this term carries the factor $2f=1$, as it should.

**Open-open.** All pairs are parallel, so

$$\sum_{m<n}(J_{mn}-K_{mn})=\tfrac12\sum_{mn}(J_{mn}-K_{mn}),\tag{4}$$

where the diagonal may be added because it is zero. In (1) the same part is $\tfrac14\sum(2aJ_{mn}-bK_{mn})$. The $J$ terms give $a/2=\tfrac12$ and the $K$ terms give $b/4=\tfrac12$. Hence

$$f=\tfrac12,\qquad a=1,\qquad b=2 .\tag{5}$$

No spatial symmetry was needed: (5) gives the energy of this single determinant for any orthonormal orbitals.

*Limit $d=1$.* With one open orbital, the open-open part of (1) is $\tfrac14(2a-b)J_{mm}$, and it must vanish. This fixes only $b=2a$. The values (5) satisfy it, but they are not the only ones that do.

## Fewer electrons than orbitals

Next let $N\le d$ parallel electrons share $d>1$ open orbitals. There are $\binom dN$ determinants, one for each choice of occupied orbitals. Take the plain average of their energies, all built from the same orbitals.

A given orbital is occupied in $\binom{d-1}{N-1}$ of the determinants, a fraction

$$\binom{d-1}{N-1}\Big/\binom dN=\frac Nd=2f .$$

This is the factor that (1) places on $H_m$ and on $2J_{km}-K_{km}$, so those terms are confirmed. A given pair of different orbitals is occupied in the fraction

$$\binom{d-2}{N-2}\Big/\binom dN=\frac{N(N-1)}{d(d-1)} .$$

The mean open-open energy is (4) multiplied by this fraction:

$$\bar E_{oo}=\frac{N(N-1)}{2d(d-1)}\sum_{mn}(J_{mn}-K_{mn}).\tag{6}$$

Set it equal to $f^2\sum(2aJ_{mn}-bK_{mn})$ with $f^2=N^2/4d^2$. The $J$ and $K$ terms give

$$\frac{N^2}{4d^2}\,2a=\frac{N(N-1)}{2d(d-1)},\qquad \frac{N^2}{4d^2}\,b=\frac{N(N-1)}{2d(d-1)},$$

and therefore

$$a=\frac{d(N-1)}{N(d-1)},\qquad b=2a.\tag{7}$$

*Limits.* For $N=d$, (7) returns $a=1$, $b=2$. For $N=1$ it gives $a=b=0$: a single open electron has no open-shell partner to repel. For two electrons in three orbitals,

$$f=\tfrac13,\qquad a=\frac{3\cdot1}{2\cdot2}=\tfrac34,\qquad b=\tfrac32.\tag{8}$$

## When the average is the energy of a term

Equation (8) so far describes a mean of three determinants. For p² it is also the energy of ³P, for the following reason.

The spatial part of two parallel p electrons is an antisymmetric product of two vectors. Such a product has three components and rotates like a cross product, hence like a vector, which means $L=1$. The determinants with open orbitals $xy$, $yz$ and $zx$ are thus the three components of ³P with $M_S=1$. If the closed shells are spherical and the three p orbitals share one radial function, a rotation of the atom carries one determinant into another, up to sign. Their energies are then equal, and each equals the mean.

Without these conditions, (1) with (8) is still the mean energy of the three determinants, but it need not be the energy of any one of them.

The argument also depends on the shell. Two parallel d electrons have $5\cdot4/2=10$ determinants. The largest $M_L$ is $2+1=3$, which starts an F term with seven components. The remaining three have $M_L=1,0,-1$ and form a P term. Equation (7) then gives the average of ³F and ³P, weighted 7 to 3, and not the energy of either term.

## A second route through the p-shell integrals

The coefficients can also be found without averaging. Write $J=J_{xy}$ and $K=K_{xy}$. By symmetry, every pair of different p orbitals has these values. To find $J_{xx}$, rotate the axes by 45°: $u=(x+y)/\sqrt2$, $v=(x-y)/\sqrt2$. Then $uv=(x^2-y^2)/2$, and

$$K_{uv}=(uv|uv)=\tfrac14(J_{xx}+J_{yy}-2J_{xy})=\tfrac12(J_{xx}-J).$$

Rotational symmetry demands $K_{uv}=K$, so

$$J_{xx}=J+2K.\tag{9}$$

The double sums have three diagonal and six off-diagonal terms:

$$\sum_{mn}J_{mn}=3(J+2K)+6J=9J+6K,$$

$$\sum_{mn}K_{mn}=3(J+2K)+6K=3J+12K.$$

With $f^2=\tfrac19$, the open-open energy in (1) is

$$\tfrac19\big[(18a-3b)J+(12a-12b)K\big].\tag{10}$$

For ³P it must equal $J-K$. The coefficients should serve any radial function, so $J$ and $K$ are matched separately:

$$18a-3b=9,\qquad 12a-12b=-9 .$$

The second equation gives $a=b-\tfrac34$. Inserted in the first, it gives $15b=\tfrac{45}{2}$, so $b=\tfrac32$ and $a=\tfrac34$. This agrees with (8) and shows that the solution is unique.

The other terms of p² show that the coefficients belong to the term and not to the configuration alone.

- **¹D.** One component has the spatial function $(xy+yx)/\sqrt2$, with repulsion $J+K$. The right-hand sides become 9 and 9, so $a=b+\tfrac34$ and $15b=-\tfrac92$. Hence $a=\tfrac9{20}$, $b=-\tfrac3{10}$.
- **¹S.** The spatial function is $(xx+yy+zz)/\sqrt3$. Its repulsion is $\tfrac13(3J_{xx}+6K)=J_{xx}+2K=J+4K$. The right-hand sides become 9 and 36, so $a=b+3$ and $15b=-45$. Hence $a=0$, $b=-3$.

Neutral sulfur has the configuration p⁴, again with ground term ³P, but here $N>d$ and (7) does not apply. Take $x$ doubly occupied and $y$, $z$ singly occupied with parallel spins. The repulsion is

$$J_{xx}+2(2J-K)+(J-K)=J_{xx}+5J-3K=6J-K.$$

Now $f^2=\tfrac49$ replaces $\tfrac19$ in (10), so $18a-3b=\tfrac{27}{2}$ and $12a-12b=-\tfrac94$. The second equation gives $a=b-\tfrac3{16}$, the first then gives $15b=\tfrac{135}{8}$, and so $b=\tfrac98$, $a=\tfrac{15}{16}$. The relation $b=2a$ is lost because a doubly occupied orbital has a real repulsion $J_{xx}$, which must not cancel.

The program extracts all these coefficients from diagonalized p-shell Hamiltonians and finds the same values.

## Two open orbitals or three?

For p² ³P the two descriptions are now

- $p_x,p_y$ open: $f=\tfrac12$, $a=1$, $b=2$;
- $p_x,p_y,p_z$ open: $f=\tfrac13$, $a=\tfrac34$, $b=\tfrac32$.

At the same spherical orbitals they give the same energy, since the first is one of three equal determinant energies and the second is their mean. They differ once the orbitals are optimized. In the first description the open-shell density is proportional to $x^2+y^2$ times a function of $r$. It is not spherical, and it pulls the closed shells out of spherical shape. In the second, the density is proportional to $x^2+y^2+z^2=r^2$ times a function of $r$, and this pull is absent.

The spherical orbitals are among those allowed in the single-determinant minimization, so its minimum cannot lie above the spherical energy. Any lowering requires leaving that set: the closed shells lose their spherical shape, or the open orbitals cease to be pure p orbitals with one common radial function, or both. Three open orbitals are the choice for an atom whose orbitals should keep the atomic symmetry. Two are the choice when the lowest energy of a restricted determinant is wanted, one whose closed orbitals are the same for both spins. A determinant with different orbitals for the two spins can lie lower still, but it is not described by (1).

## Numbers for two sulfur ions

The free ions S⁺ (3p³ ⁴S) and S²⁺ (3p² ³P) cover both sets of coefficients. The energy (1) was minimized over spherical s and p orbitals in the def2-TZVP basis, separately for each ion. The parts, in hartree, are:

| Part | S⁺ ⁴S | S²⁺ ³P |
|---|---:|---:|
| closed shell | −393.282598 | −393.324489 |
| open, one-electron | −27.431474 | −19.117791 |
| closed-open | 22.258152 | 15.663201 |
| open-open | 1.293817 | 0.457345 |
| total | −397.162103 | −396.321734 |

For S⁺, an independent restricted open-shell program gives the same total to all printed digits. This tests (5) on a real atom. The six decimals belong to this basis: in the larger bases def2-QZVP and cc-pV5Z both totals fall by about 0.011 hartree, and the open-open energy of S²⁺ changes by about 0.0001 hartree.

For S²⁺, the 3p integrals are $J_{xx}=0.551897$, $J=0.488862$ and $K=0.031517$ hartree. Relation (9) gives $0.488862+2(0.031517)=0.551896$, which agrees within rounding. The sums are

$$\sum J_{mn}=3(0.551897)+6(0.488862)=4.588863,$$

$$\sum K_{mn}=3(0.551897)+6(0.031517)=1.844793.$$

For (8), $2a=b=\tfrac32$, and the open-open energy is

$$\tfrac19\cdot\tfrac32\,(4.588863-1.844793)=0.457345\ \text{hartree}.$$

This equals $J-K=0.488862-0.031517$. Diagonalizing the complete Hamiltonian of two 3p electrons in the field of the closed shells gives a ninefold lowest level at the Roothaan total, as expected for three spatial times three spin components. The three single determinants have that energy too.

**Mixed-up coefficients.** Keeping three open orbitals and $f=\tfrac13$ but inserting $a=1$, $b=2$ multiplies the open-open energy by $1/\tfrac34=\tfrac43$. The error is $(J-K)/3=0.1524$ hartree, one third of the correct open-open energy. At these orbitals ¹D lies only $2K=0.0630$ hartree above ³P, so the error exceeds that term splitting.

**Symmetry breaking.** Restricted open-shell optimization of the determinant with two open orbitals, without spatial symmetry constraints and in the full basis rather than only its s and p functions, gives −396.321933 hartree, which is 0.000199 hartree below the spherical result. This lowering is not converged with the basis: it grows to 0.00024 hartree in def2-QZVP and to 0.00026 hartree in cc-pV5Z taken up to f functions. In this ion and basis, the choice between two and three open orbitals matters little for the energy, provided each is used with its own coefficients.

**Difference of the ions.** Removing one electron from S⁺ costs

$$-396.321734+397.162103=0.840369\ \text{hartree}=22.87\ \text{eV}$$

at this level of theory. The bases def2-QZVP and cc-pV5Z raise the difference by 0.00013 and 0.00015 hartree (about 0.004 eV), which leaves 22.87 eV unchanged but not the last three hartree digits. Electron correlation and relativity are left out and the basis is finite, so this is a nonrelativistic Hartree-Fock value in this basis and not a prediction of the measured ionization energy.

The numerical check also compares (1) with determinant energies for random integrals, with one closed and three open orbitals and no spatial symmetry. Both sets of coefficients agree to rounding error: (5) for one determinant and (8) for the mean of three.

## Computed values

```
Random integrals, |determinant - formula|, half-filled: 7.1e-15 Eh
Random integrals, |mean of 3 determinants - formula|, N=2: 8.9e-16 Eh
Extracted from spectrum, p2 3P: a = 0.750000, b = 1.500000
Extracted from spectrum, p2 1D: a = 0.450000, b = -0.300000
Extracted from spectrum, p2 1S: a = 0.000000, b = -3.000000
Extracted from spectrum, p3 4S: a = 1.000000, b = 2.000000
Extracted from spectrum, p4 3P: a = 0.937500, b = 1.125000
Basis def2-TZVP: 5 s and 5 p radial functions, 37 functions in all
S+ 4S closed shell energy: -393.282598 Eh
S+ 4S open one-electron energy: -27.431474 Eh
S+ 4S closed-open energy: 22.258152 Eh
S+ 4S open-open energy: 1.293817 Eh
S2+ 3P closed shell energy: -393.324489 Eh
S2+ 3P open one-electron energy: -19.117791 Eh
S2+ 3P closed-open energy: 15.663201 Eh
S2+ 3P open-open energy: 0.457345 Eh
S+ 4S total, Roothaan minimum: -397.162103 Eh
S+ 4S total, independent ROHF: -397.162103 Eh
S2+ 3P total, Roothaan minimum: -396.321734 Eh
S2+ lowest level from diagonalization: -396.321734 Eh
S2+ determinant with open p orbitals xy: -396.321734 Eh
S2+ determinant with open p orbitals xz: -396.321734 Eh
S2+ determinant with open p orbitals yz: -396.321734 Eh
S2+ two open orbitals, f=1/2 a=1 b=2: -396.321734 Eh
S2+ 3p integral J_xx: 0.551897 Eh
S2+ 3p integral J_xy: 0.488862 Eh
S2+ 3p integral K_xy: 0.031517 Eh
S2+ J_xy - K_xy: 0.457345 Eh
S2+ 1D - 3P at fixed orbitals: 0.063035 Eh
S2+ 1S - 3P at fixed orbitals: 0.157587 Eh
S2+ error from f=1/3 with a=1 b=2: 0.152448 Eh
S2+ symmetry-broken ROHF total: -396.321933 Eh
S2+ lowering by symmetry breaking: 0.000199 Eh
E(S2+ 3P) - E(S+ 4S): 0.840369 Eh = 22.868 eV
```
